# Eigenvalue Error from the Non-Spherical Angular Cutoff in LAPW

**Result.** Let the non-spherical potential in a muffin-tin sphere of radius $R$ be kept only between angular momenta up to $l_{ns}$. Consider a state that has no components above $l_{ns}$ until the omitted potential creates them. If this potential couples it directly to one omitted channel $l$, with strength $C$, and if the level energy satisfies the conditions derived below ($q>0$ everywhere and (7), which requires a level below the potential at the sphere boundary), the leading eigenvalue error obeys

$$|\Delta E|\;\lesssim\;\frac{C^2}{l(l+1)/R^2}. \tag{1}$$

Energies are in rydberg and lengths in bohr, so that $\hbar^2/2m=1$; in hartree units the centrifugal energy is $l(l+1)/(2R^2)$. In a crystal, tails entering the sphere from outside already contain high $l$. They add an error linear in the omitted potential, which (1) does not cover.

## Back of the envelope

Treat the state and the omitted channel as two levels a distance $D$ apart, coupled by $C$. For $C\ll D$ the channel is mixed in with amplitude $-C/D$, and the lower level moves by $-C^2/D$. A function of angular momentum $l$ inside the sphere has a centrifugal energy of at least $l(l+1)/R^2$, because $1/r^2\ge 1/R^2$ there. Taking this as $D$ gives (1).

Two things were neglected: the radial kinetic energy, which increases $D$, and the difference between the potential and the level energy, which can have either sign. The tails were also left out. The derivation below deals with all three.

## What the cutoff omits

Inside the sphere, an LAPW basis function is

$$\phi_{\mathbf G}(\mathbf r)=\sum_{lm}\left[A^{\mathbf G}_{lm}u_l(r)+B^{\mathbf G}_{lm}\dot u_l(r)\right]Y_{lm}(\hat{\mathbf r}),$$

where $u_l$ solves the spherical radial equation and $\dot u_l$ is its energy derivative. The coefficients match the function to a plane wave at $r=R$. The overlap matrix $S$ and the spherical part of the Hamiltonian keep all $l$ of the expansion. The non-spherical potential $V_N$ is kept only for $l,l'\le l_{ns}$.

Let $P$ and $Q$ project, inside the sphere, on $l\le l_{ns}$ and $l>l_{ns}$. Inserting $P+Q=1$ on both sides of $V_N$ gives the omitted operator

$$W=V_N-PV_NP=PV_NQ+QV_NP+QV_NQ. \tag{2}$$

The basis, the overlap and the potential itself are held fixed, so any change through self-consistency is left out.

Let $c_n$ be the eigenvectors of the truncated problem with eigenvalues $e_n$, normalized by $c_m^\dagger Sc_n=\delta_{mn}$, and let $W_{mn}=c_m^\dagger Wc_n$. Write the full eigenvector as $c_0+\sum_{n\ne0}a_nc_n$ with eigenvalue $E$. Projecting the full eigenvalue equation on $c_0$ and on $c_n$ gives

$$E-e_0=W_{00}+\sum_{n\neq0}W_{0n}a_n,\qquad (e_n-E)a_n+W_{n0}+\sum_{m\ne0}W_{nm}a_m=0.$$

To first order in $W$ the second equation gives $a_n=-W_{n0}/(e_n-e_0)$. Hence

$$\Delta E\equiv E-e_0=W_{00}-\sum_{n\ne0}\frac{|W_{n0}|^2}{e_n-e_0}+\dots \tag{3}$$

This assumes a non-degenerate level; with symmetry degeneracy it applies to one row of the representation. From (2), the first-order term is

$$W_{00}=2\,\mathrm{Re}\langle P\psi|V_N|Q\psi\rangle+\langle Q\psi|V_N|Q\psi\rangle, \tag{4}$$

with $\psi$ the truncated eigenstate. It vanishes if $Q\psi=0$.

## The isolated sphere

For a single sphere in a constant outer potential, the truncated problem does not connect the channels $l>l_{ns}$ to the others. A state built from low $l$ then has $Q\psi=0$, and the second-order term leads.

Let the state have angular function $X_{l_0}$ and radial function $p(r)=rR_{l_0}(r)$, with $\int p^2dr=1$. Take $V_N=v(r)K(\hat{\mathbf r})$ and one omitted angular function $X_l$. Acting with $V_N$ and projecting on $X_l$ gives the radial function

$$f(r)=g\,v(r)\,p(r),\qquad g=\int X_lKX_{l_0}\,d\Omega,\qquad C^2=\int_0^R f^2\,dr.$$

To leading order in $V_N$, the sum in (3) runs over the radial eigenfunctions of channel $l$, so it is a matrix element of an inverse operator:

$$\Delta E_2=-\langle f|A^{-1}|f\rangle,\quad A=-\frac{d^2}{dr^2}+q(r),\quad q(r)=\frac{l(l+1)}{r^2}+V_0(r)-E_0. \tag{5}$$

Here $V_0$ is the spherical potential and $E_0$ the level without $V_N$.

Suppose $q>0$ everywhere, and let $y=A^{-1}f$. Then $\langle y|A|y\rangle=\langle f|y\rangle$. The radial kinetic energy $\int y'^2dr$ is not negative, so $\langle y|A|y\rangle\ge\int qy^2dr$. Therefore

$$\langle f|y\rangle=2\langle f|y\rangle-\langle y|A|y\rangle\le\int(2fy-qy^2)\,dr
=\int\frac{f^2}{q}\,dr-\int q\left(y-\frac fq\right)^2dr.$$

The last integral is not negative, and dropping it leaves

$$|\Delta E_2|\le\int_0^R\frac{f^2}{q}\,dr. \tag{6}$$

If also $q\ge l(l+1)/R^2$ throughout the sphere, the right side is at most $C^2R^2/[l(l+1)]$. Estimate (1) is then an upper bound on the second-order term. The condition reads

$$l(l+1)\left(\frac1{r^2}-\frac1{R^2}\right)\ge E_0-V_0(r)\qquad(r\le R). \tag{7}$$

At $r=R$ it requires $E_0\le V_0(R)$. States of a real crystal that lie above the potential at the sphere boundary, such as valence bands above the muffin-tin zero, do not satisfy it; the numbers below belong to a smooth model well without a nucleus. For a level above the potential at the sphere boundary, (6) still holds as long as $q>0$ everywhere, but this argument no longer leads from (6) to (1). Once $q>0$ is lost as well, (1) can fail when the level lies near a level of channel $l$, where a denominator in (3) becomes small.

The sign in (5) is also fixed when $q>0$: the omitted coupling would lower the level, so the truncated eigenvalue is too high.

**Selection rule.** A potential of angular order $L$ connects $l_0$ to at most $l_0+L$. If $l_{ns}\ge l_0+L$, the original state has no direct coupling to the omitted channels. For d states and $L=4$, the cutoff $l_{ns}=6$ suffices for this. The truncated state contains $l=4$ and $l=6$ with amplitudes linear in $V_N$. Coupling $l=4$ to $l=8$, and $l=6$ to $l=8$ or 10, gives $W\psi$ of second order, and its square in (3) gives an error of fourth order.

## Numbers for a d-like level

Take $R=2.5$ bohr. Inside the sphere let

$$V_0=-10\left(1-\frac{r^2}{R^2}\right)\text{ Ry},\qquad V_N=v_4\left(\frac rR\right)^4\left(x^4+y^4+z^4-\tfrac35\right),\qquad v_4=1\text{ Ry},$$

where $x,y,z$ are direction cosines; both potentials are zero outside. The angular factor has pure $L=4$: multiplied by $r^4$ it is a quartic polynomial whose Laplacian is $12r^2-\tfrac35\,20r^2=0$. Along a cube axis $V_N$ reaches 0.4 Ry at the boundary.

The lowest level of $e_g$ symmetry is d-like, with $E_0=-1.227$ Ry. For $l_{ns}=4$ the directly coupled omitted channel is $l=6$, with $|g|=0.1205$ and $C=0.0369$ Ry. Thus

$$\frac{l(l+1)}{R^2}=\frac{42}{6.25}=6.72\text{ Ry},\qquad
\frac{C^2}{6.72\text{ Ry}}=\frac{1.363\times10^{-3}}{6.72}\text{ Ry}=0.203\text{ mRy},$$

or 2.76 meV. The smallest $q$ found in the sphere is 7.62 Ry, above 6.72 Ry, so the bound applies.

Diagonalizing the coupled channels with and without the cutoff gives $\Delta E=-0.106$ mRy, or $-1.44$ meV. The estimate is 1.9 times the size of this error. The second-order term alone is $-0.108$ mRy, corresponding to an effective denominator of 12.7 Ry.

Bound (6), at 0.166 mRy, separates the two reasons for the overestimate. Replacing $q(r)$ by its centrifugal part at $R$ costs a factor $0.203/0.166=1.22$. Neglecting the radial kinetic energy costs a further $0.166/0.108=1.5$.

With $l_{ns}=6$ the error falls to $-1.0\times10^{-5}$ mRy. Doubling $v_4$ gives powers of 1.97 for $l_{ns}=4$ and 3.98 for $l_{ns}=6$, in agreement with the second- and fourth-order laws.

## The crystal and its tails

Let $t$ be the amplitude of the $l=6$ tail in the sphere, so that $t^2$ is its weight. The d–$l=6$ part of the first term of (4) is at most $2Ct$, by the Cauchy–Schwarz inequality, with $C$ taken from the d component in the sphere. The other parts of (4), such as the coupling of $l=4$ to $l=6$ and 8 and the term $\langle Q\psi|V_N|Q\psi\rangle$, are not covered by this bound; they are small for the almost purely d-like lowest state treated below, but not in general. Compared with $C^2/D$, the d–$l=6$ term can dominate when

$$t\gtrsim\frac{C}{2D}. \tag{8}$$

With $D=12.7$ Ry this is $t\approx0.0015$, a weight of only about $2\times10^{-6}$.

Place the same spheres on a simple cubic lattice and take the $\Gamma$ point. The calculation uses plane waves up to 6.5 bohr$^{-1}$, with the truncated potential built from their angular-momentum expansion. It therefore shows the effect of the operator cutoff, without the errors of an LAPW basis.

At a lattice constant of 6 bohr, the $l=6$ weight without $V_N$ is $1.06\times10^{-5}$, so $t=0.0033$ and (8) is met. With $C$ taken from the isolated sphere, the bound is $2Ct=2(0.0369)(0.0033)$ Ry $=0.24$ mRy; the tail term computed in the state without $V_N$ is 0.229 mRy per rydberg of $v_4$, close to the bound in this example. For $v_4=+1$ Ry, the two orders in (3) are evaluated in the truncated eigenstate, where the first-order term is 0.225 mRy, and give

$$\Delta E\approx(0.225-0.112)\text{ mRy}=0.113\text{ mRy},$$

which agrees with the direct difference of eigenvalues. The error has the opposite sign to that of the isolated sphere. For $v_4=-1$ Ry the tail term reverses and the error is $-0.349$ mRy, larger in size than the centrifugal estimate of 0.203 mRy. A bound on the second-order term is thus no bound on the whole error.

Raising the cutoff to $l_{ns}=6$ reduces the error at $v_4=+1$ Ry to $2\times10^{-4}$ mRy. This is still about 20 times the isolated value in size, and of opposite sign: the fourth-order law was derived without tails.

At 9 bohr the $l=6$ weight drops to about $10^{-9}$. The error is $-0.1032$ mRy, and removing the tail term of 0.0014 mRy leaves $-0.1046$ mRy, within 1% of the isolated result of $-0.1056$ mRy. These digits depend on the basis: with waves up to 10.5 bohr$^{-1}$ the weight is $5\times10^{-10}$, the error $-0.1039$ mRy and the remainder $-0.1054$ mRy.

The first-order term also depends on the plane-wave cutoff. At 9 bohr it is 0.020 mRy with waves up to 4.5 bohr$^{-1}$, against 0.001 mRy at 6.5 bohr$^{-1}$. A likely reason, not tested separately, is that a small set of plane waves itself mixes high $l$ into the state. The values quoted for the 6-bohr lattice belong to the cutoff of 6.5 bohr$^{-1}$. Raising it to 12 bohr$^{-1}$ moves the $l=6$ weight to $1.09\times10^{-5}$, the tail term to 0.230 mRy, and the errors for $v_4=\pm1$ Ry to 0.114 and $-0.351$ mRy.

The next $e_g$ state at 6 bohr lies at 1.34 Ry, above the potential at the boundary, so condition (7) fails. Its first- and second-order terms are 0.004 and $-0.012$ mRy, and its error is $-0.008$ mRy. Here the first-order term is the smaller of the two, and it is far below the 0.225 mRy of the lowest state, so a higher energy does not by itself imply a larger tail error. This state is not typical: its first-order term is a partial cancellation between the d–$l=6$ part ($-0.006$ mRy) and the parts from $l=4$ ($+0.010$ mRy), and the following $e_g$ states, at 2.2, 3.8 and 4.8 Ry, have first-order terms of about 0.1, 0.9 and 9 mRy.

For an isolated sphere and one omitted channel, (1) bounds the second-order error when $q>0$ everywhere and (7) holds; in the crystal this was not derived, and the second-order term of the lowest state merely stayed below it. The quantity $2Ct$ bounds only the part of the tail error that comes from the d–$l=6$ pair. It gave the size of the whole tail error for the lowest state, which is almost purely d in the sphere; for states with a large $l=4$ part it cannot be relied on, and their tail error can exceed it. Repeating the diagonalization with a larger $l_{ns}$ measures both together. The numerical check tests (1), (3), (5) and (6) and the tail term (4) against direct diagonalization; $2Ct$ and (8) were evaluated by hand from its printed values.

## Computed values

```
sphere radius R = 2.5 bohr; depth = 10.0 Ry; v4 = 1.0 Ry
box radius = 8.0 bohr; sines per channel = 40; l max = 10
V_N at R along a cube axis = 0.400 Ry
ISOLATED SPHERE
d level without V_N, E0 = -1.22748 Ry
angular integral |g| between l=2 and l=6 = 0.12054
coupling C = 0.03692 Ry; C^2 = 1.3629e-03 Ry^2
centrifugal energy 42/R^2 = 6.7200 Ry
smallest q(r) in the sphere = 7.6234 Ry
centrifugal estimate = 0.2028 mRy = 2.759 meV
local bound = 0.1662 mRy
second-order term = -0.1075 mRy
effective denominator C^2/|second order| = 12.673 Ry
actual error, l_ns=4 = -0.1056 mRy = -1.437 meV
estimate / |actual error| = 1.921
error/v4^2 at v4=0.1 Ry, scaled to 1 Ry = -0.1073 mRy
actual error, l_ns=6 = -1.014e-05 mRy
power of v4 in error: l_ns=4: 1.974; l_ns=6: 3.984
CRYSTAL AT GAMMA, plane waves up to 6.5 1/bohr
lattice constant 6.0 bohr: e_g basis size = 58
  sphere weight at v4=0: l=2: 0.91717; l=6: 1.061e-05
  tail term per Ry of v4 = 0.22891 mRy
  error l_ns=4, v4=+1 Ry = 0.11348 mRy
  error l_ns=4, v4=-1 Ry = -0.34854 mRy
  error l_ns=6, v4=+1 Ry = 2.194e-04 mRy
  error l_ns=10, v4=+1 Ry = 7.252e-06 mRy
lattice constant 9.0 bohr: e_g basis size = 177
  sphere weight at v4=0: l=2: 0.93836; l=6: 1.173e-09
  tail term per Ry of v4 = 0.00143 mRy
  error l_ns=4, v4=+1 Ry = -0.10317 mRy
  error l_ns=4, v4=-1 Ry = -0.10986 mRy
  error l_ns=6, v4=+1 Ry = -3.362e-06 mRy
  error l_ns=10, v4=+1 Ry = -2.884e-09 mRy
lattice constant 9 bohr against isolated sphere, l_ns=4, v4=+1 Ry
  error less tail term = -0.10460 mRy; isolated = -0.10560 mRy
  momentum cutoff 4.5 1/bohr: error = -0.07807 mRy
    less tail term = -0.09847 mRy; isolated, same cutoff = -0.09599 mRy
orders at lattice constant 6 bohr, l_ns=4, v4=+1 Ry
  lowest e_g state: truncated energy = -1.26007 Ry
    first order = 0.22469 mRy; second = -0.11161 mRy
    actual error = 0.11348 mRy = 1.5440 meV
  next e_g state: truncated energy = 1.34046 Ry
    first order = 0.00399 mRy; second = -0.01208 mRy
    actual error = -0.00807 mRy = -0.1098 meV
```
